# Why potential fitting poorly determines the silicon charge in a tetrahedron

A point-charge model of water or cations in a silica pore needs atomic charges, and one source is a least-squares fit to the computed electrostatic potential. One must then decide whether to keep the silicon charge that the fit returns or to fix it by some other condition. The decision depends on how strongly the potential responds when charge moves between silicon and its four oxygens.

Charges are in units of $e$, and $k=e/(4\pi\varepsilon_0)=1.43996$ V nm. Silicon is at the origin and the oxygens are at distance $d$. Each oxygen gives charge $\delta$ to silicon, so its own charge changes by $-\delta$. All charges are points, and $\Delta\phi$ is the change of potential.

## 1. A simple case: two oxygens on a line

Put oxygens at $\pm d$ on an axis. Silicon gains $2\delta$. On the axis, at $r>d$,

$$\Delta\phi=k\delta\left[\frac2r-\frac1{r-d}-\frac1{r+d}\right]
=k\delta\left[\frac2r-\frac{2r}{r^2-d^2}\right]=-\frac{2k\delta d^2}{r(r^2-d^2)}.$$

The monopole cancels because charge is conserved, and the dipole cancels because the oxygens are opposite. What remains falls as $r^{-3}$: a quadrupole. It survives because the line singles out an axis. To remove it, the ligands must have an isotropic second moment.

## 2. Four oxygens on a tetrahedron

Let the oxygens be at $d\,\mathbf n_i$, with $\mathbf n_i=\mathbf s_i/\sqrt3$ and

$$\mathbf s_i=(1,1,1),\ (1,-1,-1),\ (-1,1,-1),\ (-1,-1,1).$$

Then $\mathbf n_i\cdot\mathbf n_j=-1/3$ for $i\ne j$. For a field point $\mathbf r=r\mathbf u$ with $r>d$,

$$\frac1{|\mathbf r-d\mathbf n_i|}=\sum_{l\ge0}\frac{d^l}{r^{l+1}}P_l(\mathbf n_i\cdot\mathbf u).$$

The four $l=0$ terms cancel the silicon term $4k\delta/r$, so

$$\Delta\phi=-k\delta\sum_{l\ge1}\frac{d^l}{r^{l+1}}\,T_l(\mathbf u),\qquad T_l=\sum_{i=1}^4P_l(\mathbf n_i\cdot\mathbf u).$$

**Dipole and quadrupole.** Each column of the list of $\mathbf s_i$ sums to zero, so $T_1=0$. The products of two different columns also sum to zero, while each squared column sums to 4. Hence $\sum_i(\mathbf n_i\cdot\mathbf u)^2=4/3$ in every direction, and

$$T_2=\tfrac12\left(3\cdot\tfrac43-4\right)=0.$$

**Octupole.** In $\sum_i(\mathbf s_i\cdot\mathbf u)^3$, terms such as $u_x^3$ and $u_x^2u_y$ carry a column sum and vanish. The term $6u_xu_yu_z$ carries the product of the three signs, which is $+1$ for every oxygen. The sum is $24u_xu_yu_z$. With $P_3(t)=(5t^3-3t)/2$ and $T_1=0$,

$$T_3=\frac52\,\frac{24\,u_xu_yu_z}{3\sqrt3}=\frac{20}{\sqrt3}\,u_xu_yu_z.$$

**Next term.** In the fourth power only even powers survive. With $S=u_x^4+u_y^4+u_z^4$ and $1=S+2(u_x^2u_y^2+u_y^2u_z^2+u_z^2u_x^2)$,

$$\sum_i(\mathbf n_i\cdot\mathbf u)^4=\tfrac49\left[S+3(1-S)\right]=\tfrac49(3-2S).$$

Inserting this in $P_4(t)=(35t^4-30t^2+3)/8$ gives

$$T_4=\tfrac18\left[\tfrac{140}{9}(3-2S)-40+12\right]=\tfrac73-\tfrac{35}{9}S.$$

The potential change is therefore

$$\boxed{\Delta\phi=-k\delta\left[\frac{20}{\sqrt3}\frac{d^3xyz}{r^7}+\frac{d^4}{r^5}\left(\frac73-\frac{35}9S\right)+\dots\right]}$$

*Limit along a bond.* For $\mathbf u=\mathbf n_1$, $u_xu_yu_z=1/(3\sqrt3)$ and $T_3=20/9$. Directly, $P_3(1)+3P_3(-1/3)=1+3\cdot\frac{11}{27}=\frac{20}9$. The leading potential is negative beyond an oxygen, which has lost charge, and positive on the opposite side.

*Limit of large distance.* For the direct Coulomb sum along $(5,7,-3)$, the mean logarithmic slope between $40d$ and $80d$ is $-3.9934$, close to the octupole value $-4$.

**No other transfer does this.** Let the oxygen charges change by $q_i$, with sum $Q$, and silicon by $-Q$. A zero dipole requires $\sum_iq_i\mathbf n_i=0$. The scalar product with $\mathbf n_j$ gives

$$q_j-\tfrac13(Q-q_j)=0\quad\Rightarrow\quad q_j=Q/4 .$$

All four $q_j$ are equal. Among neutral changes on these five sites, the pattern $(4,-1,-1,-1,-1)$ is thus the only one without a dipole, up to scale.

## 3. Size of the change on a sphere

A fit samples many directions, so the useful measure is the mean square over a sphere of radius $R$ about silicon. The addition theorem,

$$P_l(\mathbf a\cdot\mathbf u)=\frac{4\pi}{2l+1}\sum_mY_{lm}(\mathbf a)Y_{lm}^*(\mathbf u),$$

and the orthogonality of the $Y_{lm}$ give

$$\langle P_l(\mathbf a\cdot\mathbf u)P_{l'}(\mathbf b\cdot\mathbf u)\rangle=\frac{\delta_{ll'}}{2l+1}P_l(\mathbf a\cdot\mathbf b),$$

where $\delta_{ll'}$ is the Kronecker symbol. Of the sixteen pairs of oxygens, four have $\mathbf n_i=\mathbf n_j$ and twelve have scalar product $-1/3$. Therefore

$$\langle\Delta\phi^2\rangle=\delta^2s^2,\qquad s^2=k^2\sum_{l\ge3}\frac{d^{2l}}{R^{2l+2}}c_l,\qquad c_l=\frac{4[1+3P_l(-1/3)]}{2l+1}.$$

For $l=3$, $c_3=\frac47\cdot\frac{20}9=\frac{80}{63}$, so at leading order $s=k\sqrt{80/63}\,d^3/R^4$.

Take $d=0.16$ nm, $R=0.45$ nm and $\delta=0.1$. Silicon then changes by $0.4\,e$, and

$$\delta s\simeq1.440\times0.1\times\sqrt{\tfrac{80}{63}}\times\frac{0.16^3}{0.45^4}\ \text{V}=16.2\ \text{mV}.$$

All multipoles together give 16.6 mV. The silicon change alone, without the compensating oxygens, would give $1.440\times0.4/0.45=1.28$ V. The oxygens screen it to 1.3 % of that value. For a unit ion, 16.6 meV is below the thermal energy at 300 K, 25.9 meV.

## 4. What the fit sees

Fit the charges at fixed total charge to a potential sampled evenly over the sphere. Around the optimum, the mean squared misfit grows by the mean square potential of the charge displacement. The neutral displacements form a four-dimensional space:

- the soft mode $\mathbf v=(4,-1,-1,-1,-1)$, with squared length 20;
- three modes $\mathbf w=(0,w_1,\dots,w_4)$ with $\sum_iw_i=0$, which carry dipoles.

The two groups do not mix. For each $l\ge1$, their cross term is proportional to $\sum_{ij}w_jP_l(\mathbf n_i\cdot\mathbf n_j)=[1+3P_l(-1/3)]\sum_jw_j=0$.

For a dipolar mode of unit length, $\sum_{i\ne j}w_iw_j=-\sum_iw_i^2=-1$, so its mean square potential is

$$s_D^2=k^2\sum_{l\ge1}\frac{d^{2l}}{R^{2l+2}}\frac{1-P_l(-1/3)}{2l+1}.$$

The $l=1$ term is $\frac{4/3}{3}=\frac49$, hence $s_D\simeq\frac23kd/R^2$. The soft mode of unit length has rms potential $s/\sqrt{20}\simeq k\sqrt{4/63}\,d^3/R^4$. The ratio is

$$\frac{s/\sqrt{20}}{s_D}\simeq\frac32\sqrt{\frac4{63}}\left(\frac dR\right)^2=\frac1{\sqrt7}\left(\frac dR\right)^2 .$$

At $R=0.45$ nm this is 0.0478. With all multipoles the two stiffnesses are 0.0371 and 0.788 V per $e$, with ratio 0.0471. The curvature of the squared misfit contains the square of this ratio, about 0.002. The minimum is a long, narrow valley along $\mathbf v$, but it is still a minimum: the silicon charge is poorly determined, not undefined.

## 5. Random errors

Suppose the potential at each of $N$ evenly spread points has an independent error of standard deviation $\sigma$. The covariance of the fitted charges is $\sigma^2/N$ times the inverse of the mean-square matrix on the neutral space. The soft mode contributes $(\mathbf v\mathbf v^T/20)/(s^2/20)=\mathbf v\mathbf v^T/s^2$. The dipolar modes contribute $1/s_D^2$ times the projector on oxygen changes of zero sum, whose diagonal elements are $1-\frac14=\frac34$. Therefore

$$\mathrm{sd}(q_{\rm Si})=\frac{4\sigma}{\sqrt N\,s},\qquad
\mathrm{sd}(q_{\rm O})=\frac{\sigma}{\sqrt N}\sqrt{\frac1{s^2}+\frac3{4s_D^2}} .$$

At leading order $4/\sqrt{80/63}=\sqrt{12.6}$, so $\mathrm{sd}(q_{\rm Si})\simeq\sqrt{12.6}\,\sigma R^4/(\sqrt N\,kd^3)$. At fixed $N$ and $\sigma$, doubling a large $R$ makes this error sixteen times larger.

With $N=400$, $\sigma=20$ mV and $s=0.1658$ V per $e$,

$$\mathrm{sd}(q_{\rm Si})=\frac{4\times0.020}{20\times0.1658}=0.024\,e,$$

and the oxygen value is $0.006\,e$. A simulation of 4000 noisy fits gave $0.0239\,e$ for silicon, in agreement with the formula. The factor of four between the atoms is the shape of the soft mode.

An error of $0.024\,e$ would be tolerable. The residual of a real charge fit, however, is largely the part of the molecular potential that atomic charges cannot represent. It is correlated from point to point, and adding points does not average it away.

## 6. A systematic error

Let each oxygen also carry an atomic dipole $p$ pointing away from silicon, which the charge model omits. The potential of an outward dipole is $p$ times the derivative of the unit-charge potential with respect to $d$:

$$\phi_p=kp\sum_l\frac{l\,d^{l-1}}{r^{l+1}}T_l .$$

Again $l=1$ and $l=2$ vanish. The fit imitates this potential by a transfer $\delta'$, whose potential is $-k\delta'\sum_ld^lT_l/r^{l+1}$. Equating the octupoles gives $3pd^2=-\delta'd^3$, so $\delta'=-3p/d$ and

$$\Delta q_{\rm Si}=4\delta'=-\frac{12p}{d}\qquad(R\gg d).$$

At finite $R$ the least-squares projection of $\phi_p$ on the soft mode weights each multipole by its mean square:

$$\Delta q_{\rm Si}=-\frac{4p}{d}\,\frac{\sum_l l\,c_l(d/R)^{2l}}{\sum_l c_l(d/R)^{2l}} .$$

The fraction is a weighted mean of $l$, starting at 3. The dipolar modes are not excited, by the argument of Section 4.

For a chosen dipole $p=0.002\,e$ nm, the distant limit is $-12\times0.002/0.16=-0.150\,e$. A fit at $R=0.45$ nm gives $-0.152\,e$. This is six times the random error above, and in the distant limit it depends on neither $N$ nor $R$. A distant potential does not distinguish, at octupole order, between a less positive silicon and outward dipoles on the oxygens.

## 7. Where the cancellation fails

**A distorted tetrahedron.** Turn one Si–O bond by an angle $\theta$ at fixed length. The charge $-\delta$ moves along a chord, leaving a dipole $p_\theta=2\delta d\sin(\theta/2)$. The mean of $\cos^2$ over a sphere is $1/3$, so its rms potential is $kp_\theta/(\sqrt3R^2)$. Equating this to the octupole value,

$$\frac{p_\theta}{\sqrt3R^2}=\sqrt{\frac{80}{63}}\frac{\delta d^3}{R^4}
\quad\Rightarrow\quad R_c^2=\sqrt3\sqrt{\frac{80}{63}}\,\frac{\delta d^3}{p_\theta}.$$

Since $p_\theta\propto\delta$, the crossover does not depend on $\delta$. For $\theta=2^\circ$, $p_\theta=0.00056\,e$ nm and $R_c=1.2$ nm. Beyond that radius the change is mainly dipolar. At $R=0.45$ nm the turn adds a potential of only 2.6 mV rms, against 16.6 mV from the regular unit.

**Unequal transfer.** By the uniqueness argument, unequal gifts from the four oxygens leave a dipole. The result therefore does not cover a unit in which one oxygen bears a proton and changes its charge differently from the rest.

**A crystal.** The trace of the second moment, $\sum_iq_ir_i^2=-4\delta d^2$, does change. It is invisible outside an isolated unit, but a periodic calculation that drops the zero-wavevector term sets the cell average of the potential to zero, and that average includes the interior of the tetrahedra. Integrated over a large ball of radius $L$, the potential of a charge $q$ at distance $b$ from the centre is $kq(2\pi L^2-\frac{2\pi}3b^2)$. For a neutral unit the $L^2$ parts cancel, leaving

$$\int\Delta\phi\,dV=-\frac{2\pi k}{3}(-4\delta d^2)=\frac{8\pi}3k\delta d^2 .$$

With $n$ tetrahedra per volume, the zero-mean potential is the sum over tetrahedra minus the constant $\frac{8\pi}3kn\delta d^2$.

I tested this on ideal cristobalite with straight Si–O–Si bridges. Each oxygen has two silicon neighbours and gives $\delta$ to each. The Si–Si distance $2d=\sqrt3a/4$ fixes the cell edge at $a=0.739$ nm, and $n=8/a^3=19.8$ nm$^{-3}$. The constant is 0.612 V. In units of $a$:

| Point | Sum over tetrahedra | Ewald, zero mean |
|---|---|---|
| void, $(\frac12,\frac12,\frac12)$ | 0.438 V | −0.175 V |
| window, $(\frac58,\frac58,\frac58)$ | 0.418 V | −0.194 V |

Both rows differ by the predicted constant, to within the 1 mV asserted in the test. A fit to a periodic potential therefore needs a free additive constant; otherwise the convention for zero enters the charges.

The table also shows that the sum itself is not small. The void centre is only $2d$ from its four nearest silicons, and it lies opposite an oxygen of each, where the octupole potential is positive. The leading term gives

$$4\times\frac{20}9\,\frac{k\delta}{d}\,\frac1{2^4}=\frac59\times0.90\ \text{V}=0.50\ \text{V},$$

of the same size as the full 0.438 V. The closeness is partly a cancellation. Higher multipoles reduce the contribution of these four units to 0.36 V, while the six next silicons, at $a/2$, add 0.11 V although their octupole potential vanishes at this point. Such a void is not distant from its walls, and the leading term gives only the size of the potential. Between the two points, however, the potential varies by only 20 mV, and once the constant is free, only variation can inform the fit. Two points do not establish how flat the potential is throughout the void: on a sphere of radius 0.1 nm about its centre the sum ranges from 0.42 to 0.48 V, and the spread grows quickly towards the oxygens.

## 8. A real molecule

Si(OH)$_4$ tests the conclusion with a real electron density and four extra atoms. The geometry is idealised, with S$_4$ symmetry, and was not optimised: Si–O 0.16 nm, O–H 0.096 nm, Si–O–H 116°, with each O–H bond bent off its Si–O line in a direction perpendicular to the S$_4$ axis. The reference is the Hartree–Fock potential in the 6-31G* basis, at 506 points on van der Waals surfaces scaled by 1.4 to 2.0. It omits electron correlation, vibration and any surrounding framework. The larger def2-TZVP basis changes the oxygen and hydrogen charges given below by about $0.02\,e$, the misfit by about 1 mV and the silicon interval by less than $0.01\,e$; the silicon charge itself moves by less than $0.01\,e$.

To measure how firmly one charge is held, displace $q_i$ by $\Delta$ from its optimum and refit the others. Let $A$ be the matrix of unit-charge potentials and $\mathbf x$ the resulting neutral displacement. The sum of squares rises by $\mathbf x^TA^TA\mathbf x$. Minimising this at fixed $x_i=\Delta$ and zero total charge gives

$$A^TA\mathbf x=\lambda\mathbf e_i+\mu\mathbf 1,$$

with $\mathbf e_i$ the unit vector of atom $i$, $\mathbf 1$ the vector of ones, and $\lambda,\mu$ multipliers. If $C$ is the inverse of $A^TA$ on the neutral space, then $\mathbf x=\lambda C\mathbf e_i$ and $\lambda=\Delta/C_{ii}$. Multiplying the equation by $\mathbf x^T$, with $\mathbf x^T\mathbf 1=0$, gives a rise of $\lambda\Delta=\Delta^2/C_{ii}$. Hence

$$\mathrm{rms}^2=\mathrm{rms}_0^2+\frac{\Delta^2}{N C_{ii}} .$$

The fitted charges are $1.50\,e$ on Si and, on average, $-0.88\,e$ on O and $0.50\,e$ on H. The misfit is 21.9 mV, or 4.7 % of the rms potential, 463 mV. These digits depend on the choice of points: an even density per area on the same surfaces gives $1.52$ to $1.53\,e$ on Si, a misfit near 21 mV and an rms potential near 375 mV. Forcing silicon up by $0.4\,e$ raises the misfit to 42.6 mV. In the refit the mean oxygen charge falls from $-0.875$ to $-0.982\,e$, and the mean hydrogen charge rises by less than $0.01\,e$. The refit thus follows the soft mode closely: $-0.107\,e$ per oxygen, where the bare tetrahedron predicts $-0.1\,e$.

The forced fit gives $1/\sqrt{NC_{ii}}=\sqrt{42.57^2-21.90^2}/0.4=91$ mV per $e$ for silicon. A 10 % rise in misfit then allows

$$\Delta=\frac{21.90\,\sqrt{1.1^2-1}}{91}\,e=0.11\,e .$$

The intervals are $\pm0.11\,e$ for Si, $\pm0.037\,e$ for O and $\pm0.017\,e$ for H. Silicon is held three times less firmly than oxygen and over six times less firmly than hydrogen. Turning the hydroxyls about the Si–O bonds by 45° or 90° gives $1.44$ to $1.46\,e$ on Si, a misfit of 30 to 41 mV and a silicon interval of $0.15$ to $0.21\,e$, with nearly the same ratios between the atoms. The interval is still only 7 % of the silicon charge in the chosen geometry and at most 14 % in these others, so at these close surfaces the potential does constrain that charge within the point-charge model. The interval does not include the systematic shift of Section 6, which is much larger here. In the 6-31G* basis, adding one common outward dipole on the four oxygens to the fit gives $p\approx0.017\,e$ nm and raises the silicon charge by about $1.3\,e$, close to $12p/d$, while the misfit falls by about 4.6 mV. These values are not converged: in def2-TZVP the same fit gives $p\approx0.010\,e$ nm and a rise of about $0.8\,e$, and the misfit falls by only about 1.6 mV. The fitted dipole is itself poorly determined, but in both bases the shift is several times the interval. The interval therefore measures how firmly the charge is held within the point-charge model, not how well the model fixes a physical charge.

## 9. Silica frameworks and the choice of charges

The value $d=0.16$ nm is a rough typical Si–O distance in silica and all-silica zeolites, and $R=0.45$ nm is a rough distance from silicon to a guest in an open pore. The $0.4\,e$ change is a chosen difference between two charge sets, and the oxygen dipole is a chosen size, not a computed one. Real frameworks break the assumption of regular, isolated tetrahedra. A 2° turn of one bond adds a potential of 2.6 mV rms, against 16.6 mV rms from a single regular unit at the same radius; in the dense cristobalite model, the units together raise the potential at the void centre to 0.44 V, of which 0.42 V is also present at the window.

For the opening decision, a silicon charge from a potential fit should not be read as a measure of bond ionicity, since small omitted dipoles can move it by more than a tenth of an electron. If the model is needed only for guests well away from the walls, the silicon charge may be fixed by a restraint or by a value shared among related structures, provided that there are other charges to refit and the rise in misfit is inspected. In pure silica with a single silicon charge and a single oxygen charge there are none: neutrality requires $q_{\rm O}=-q_{\rm Si}/2$, so fixing silicon fixes the whole set, and the field of the framework charges scales with the chosen value. Going from $1.5$ to $1.9\,e$ makes that field 27 % stronger everywhere, and the choice must then be checked against the potential in the pore. The same check is needed with several oxygen types: once the silicon charges are fixed, neutrality fixes the mean oxygen charge, and only differences between the types are left to refit. Close to the oxygens the expansion in $d/r$ converges slowly. Charge sets that agree at a distance can differ there, and the choice must then be judged on the short-range potential itself. The main computed values are in the numerical output below.

## Computed results

```
Coulomb constant k = 1.43996 V nm per e
Si-O distance d = 0.160 nm; sphere radius R = 0.450 nm
charge given by each O = 0.10 e; gained by Si = 0.40 e
far-field slope d ln|phi|/d ln r = -3.9934
bare monopole of the Si change at R = 1.2800 V
rms change at R, octupole only = 16.208 mV
rms change at R, all multipoles = 16.583 mV
thermal energy at 300 K = 25.85 meV
soft-mode stiffness (unit vector) = 0.0371 V per e
dipolar stiffness (unit vector) = 0.7881 V per e
stiffness ratio at R = 0.04705
leading-order stiffness ratio = 0.04778
random fit: N = 400 points, sigma = 20.0 mV
sd of Si charge, formula = 0.02412 e
sd of Si charge, simulated = 0.02387 e
sd of Si charge, octupole only = 0.02468 e
sd of O charge, formula = 0.00613 e
omitted outward O dipole = 0.0020 e nm
Si charge bias at R = -0.1523 e
Si charge bias, distant limit = -0.1500 e
bond turned by 2.0 deg: dipole = 0.000558 e nm
rms potential added by the turn at R = 2.590 mV
dipole overtakes octupole beyond = 1.196 nm
cristobalite cell edge = 0.7390 nm
tetrahedra per volume = 19.822 per nm^3
periodic offset = 0.61214 V
void centre: Ewald = -0.17453 V; tetrahedra = 0.43762 V
window centre: Ewald = -0.19415 V; tetrahedra = 0.41799 V
Si(OH)4: O-H = 0.096 nm; Si-O-H = 116.0 deg
Si(OH)4 RHF/6-31G* energy = -590.879278 hartree
surface points = 506
rms molecular potential there = 0.4631 V
fitted charge Si = 1.4982 e
fitted charge O (mean) = -0.8753 e
fitted charge H (mean) = 0.5007 e
rms misfit at optimum = 21.899 mV
misfit, Si forced up by 0.4 e = 42.572 mV
O mean after forcing = -0.9818 e
H mean after forcing = 0.5072 e
10 % misfit interval, Si = +/- 0.1100 e
10 % misfit interval, O (mean) = +/- 0.0367 e
10 % misfit interval, H (mean) = +/- 0.0168 e
```
